# Does hotter annealing always worsen transient enhanced diffusion?

**Question**

After an implant, the excess interstitials sit in small clusters. During the anneal the clusters dissolve, the crystal is supersaturated with interstitials, and a dopant that moves with interstitials diffuses much faster than in equilibrium until the clusters are gone.

I have to choose between 800 °C and 1000 °C. The equilibrium diffusivity of my dopant is far larger at 1000 °C, so I expected the transient to do more damage to the profile there. A colleague says that the hotter anneal can give less enhanced displacement, "because the clusters dissolve faster". But faster dissolution also means that more interstitials are released per second. Who is right, and what decides it?

**Answer**

Your objection to the explanation is sound, yet your colleague's conclusion can still be true. To separate the two, one needs the total exposure of the dopant to excess interstitials, integrated over the whole transient.

**The model**

Let $x$ be the depth below the surface, $C_I(x,t)$ the density of free interstitials, $C^*$ its equilibrium value and $D_I$ the interstitial diffusivity. Clusters hold $c(x,t)$ interstitials per unit volume, initially $c_0(x)$. I assume that:

- the temperature is constant during the anneal;
- the surface is a perfect sink, so $C_I=C^*$ at $x=0$, and no interstitials pass a deep boundary at $x=H$;
- there are no other sinks and no recombination with vacancies;
- free interstitials start at equilibrium, and all clusters eventually dissolve;
- the dopant is dilute, so it neither stores nor carries a noticeable share of the interstitials.

The dopant moves as a dopant–interstitial pair. If pairs form and break up quickly, and hold only a small fraction of the dopant, their density is $K C_B C_I$, where $C_B$ is the dopant density and $K$ the equilibrium constant. With pair diffusivity $D_p$, the dopant flux is

$$J=-D_pK\,\frac{\partial (C_I C_B)}{\partial x}=-\frac{\partial (D\,C_B)}{\partial x},\qquad D=D_B\frac{C_I}{C^*},\qquad D_B=D_pKC^*.$$

Here $D_B$ is the equilibrium diffusivity. For a thin marker far from the boundaries, multiplying $\partial_t C_B=\partial_x^2(DC_B)$ by $x^2$ and integrating by parts twice gives $2\int D\,C_B\,dx$. The same operation with $x$ gives zero, so the mean stays put. If $D$ is uniform across the marker, its variance therefore grows by $2\int D\,dt$. The part due to the transient is measured by

$$\Theta=\int_0^\infty (D-D_B)\,dt=\frac{D_B}{C^*}\int_0^\infty (C_I-C^*)\,dt .$$

**The integrated exposure**

Write $u=C_I-C^*$. Every interstitial lost by a cluster becomes free, so

$$\frac{\partial u}{\partial t}=D_I\frac{\partial^2u}{\partial x^2}-\frac{\partial c}{\partial t}.$$

Integrate from $t=0$ to $\infty$, with $U(x)=\int_0^\infty u\,dt$. The left side vanishes because $u$ is zero at both ends. The last term gives $-(0-c_0)=c_0$. Hence

$$D_IU''(x)=-c_0(x),\qquad U(0)=0,\qquad U'(H)=0 .$$

One integration from $x$ to $H$ gives $D_IU'(x)=\int_x^H c_0(y)\,dy$. A second, from $0$ to $x$, gives

$$D_IU(x)=\int_0^x dz\int_z^H c_0(y)\,dy=\int_0^H \min(x,y)\,c_0(y)\,dy .$$

The last form follows by exchanging the order of integration: for fixed $y$, the variable $z$ runs from 0 to the smaller of $x$ and $y$. Below the cluster layer, $\min(x,y)=y$ wherever $c_0$ is nonzero, so

$$\boxed{\;\Theta=\frac{D_B\,M}{D_I C^*},\qquad M=\int_0^H y\,c_0(y)\,dy\;}$$

No dissolution law was used. Making the clusters dissolve faster, with everything else fixed, raises the supersaturation and shortens its life so that the product is unchanged. That is the flaw in your colleague's reason.

The formula can also be read as a time. The completed transient does as much as an additional equilibrium anneal, at the same temperature, of duration $t_x=M/(D_IC^*)$.

**What temperature does**

Let $D_B\propto e^{-E_B/kT}$ and $D_IC^*\propto e^{-E_I/kT}$, and let the same stored population $c_0$ enter each anneal. Then

$$\Theta\propto \exp\!\left(\frac{E_I-E_B}{kT}\right).$$

Hotter annealing reduces the completed transient if $E_I>E_B$, and worsens it if $E_I<E_B$. The product $D_IC^*$ measures how readily the crystal carries interstitials to the surface for a given supersaturation $C_I/C^*$. The question is whether this capacity grows faster on heating than the dopant's own diffusivity.

The pair picture shows what the difference contains. Let $E_f$ be the interstitial formation energy, $E_m$ its migration energy, $E_b$ the pair binding energy and $E_p$ the pair migration energy. Since $K\propto e^{E_b/kT}$,

$$E_B=E_p-E_b+E_f,\qquad E_I=E_m+E_f,\qquad E_I-E_B=E_b+E_m-E_p .$$

The formation energy cancels. Strong binding and easily moving pairs favour the hotter anneal.

**Where the dissolution rate enters**

A simple rate law shows how the cancellation works:

$$\frac{\partial c}{\partial t}=-4\pi rD_I\,c\,(C_s-C_I),$$

with capture radius $r$ and $C_s>C^*$ the interstitial density in equilibrium with clusters. If the distance $(4\pi rc)^{-1/2}$ over which clusters restore $C_I$ to $C_s$ is short compared with the layer, $C_I$ stays near $C_s$ inside it. Below the layer there is no steady flux, so $C_I$ is flat and also near $C_s$. The exposure $U=M/D_I$ then lasts about

$$t_d\approx\frac{M}{D_I(C_s-C^*)}\approx\frac{M}{D_IC_s}\quad (C_s\gg C^*),$$

while the dopant diffuses at the rate $D_BC_s/C^*$. Their product is $D_BM/(D_IC^*)$, and $C_s$ has dropped out.

**Numbers for a model crystal**

I take round parameters that belong to no particular material:

$$D_B=10^{14}e^{-3.5/kT}\ \text{nm}^2/\text{s},\quad D_I=10^{12}e^{-0.8/kT}\ \text{nm}^2/\text{s},$$

$$C^*=10^{6}e^{-4.0/kT}\ \text{nm}^{-3},\quad C_s/C^*=0.02\,e^{1.0/kT},$$

with energies in eV. Thus $E_I=0.8+4.0=4.8$ eV and $E_I-E_B=1.3$ eV. The clusters hold 0.2 interstitials per nm² in a Gaussian layer centred at 50 nm with standard deviation 10 nm, so $M=0.2\times50=10$ nm⁻¹. The capture radius is 0.5 nm.

At 800 °C, $D_B=3.657\times10^{-3}$ nm²/s and $D_IC^*=2.871\times10^{-5}$ nm⁻¹ s⁻¹, so

$$\Theta=\frac{3.657\times10^{-3}\times10}{2.871\times10^{-5}}=1274\ \text{nm}^2 .$$

At 1000 °C the two inputs are 1.397 nm²/s and 0.0998 nm⁻¹ s⁻¹, so

$$\Theta=\frac{1.397\times10}{0.0998}=140\ \text{nm}^2 .$$

These are $1.27\times10^{-11}$ and $1.40\times10^{-12}$ cm². The corresponding lengths $\sqrt{2\Theta}$ are 50.5 and 16.7 nm. The equilibrium diffusivity has risen by a factor of 382, but the transport capacity has risen by a factor of 3476, and $\Theta$ has fallen by their ratio, 9.1.

To follow the transient itself, I solved the equations for interstitials, clusters and a dopant marker at 350 nm numerically, on a 5 nm grid about 600 nm deep, with an implicit variable-step method in time. In the table, the second column is $D_BC_s/C^*$, and the third is the computed time for 99% of the clustered interstitials to be released.

| $T$ (°C) | Enhanced diffusivity (nm²/s) | 99% time (s) | $\Theta$ (nm²) |
|---:|---:|---:|---:|
| 800 | 3.63 | 362 | 1274 |
| 900 | 36.4 | 10.9 | 384 |
| 1000 | 254 | 0.57 | 140 |

While it lasts, the enhanced diffusion is indeed faster at 1000 °C. Its activation energy is $3.5-1.0=2.5$ eV. The duration, however, shortens with an activation energy of $4.8-1.0=3.8$ eV. The difference, 1.3 eV, is what makes $\Theta$ fall.

The role of the kinetics can be isolated at 900 °C. Raising $C_s$ fourfold cuts the 99% time from 10.9 to 2.7 s. Reducing the capture radius tenfold instead lengthens it to 17.3 s. In both cases the computed $\Theta$ remains 384 nm².

**Equal anneal times are a different comparison**

So far each anneal was long enough to finish its transient. If both run for the same time $t$, ordinary diffusion must be included and the cold transient may be unfinished.

At first the hot anneal is ahead, because its enhanced diffusivity is larger. Its transient soon ends, after which its total is $D_B^{\rm hot}t+\Theta^{\rm hot}$. The cold total is still growing as $D_B^{\rm cold}(C_s/C^*)\,t$, with the ratio taken at 800 °C. The two are equal at

$$t_1=\frac{\Theta^{\rm hot}}{D_B^{\rm cold}(C_s/C^*)-D_B^{\rm hot}}=\frac{140.0}{3.634-1.397}\ \text{s}=62.6\ \text{s}.$$

This lies after the end of the hot transient and before the end of the cold one, as assumed. Once the cold transient has also ended, equality requires $D_B^{\rm cold}t+\Theta^{\rm cold}=D_B^{\rm hot}t+\Theta^{\rm hot}$, or

$$t_2=\frac{\Theta^{\rm cold}-\Theta^{\rm hot}}{D_B^{\rm hot}-D_B^{\rm cold}}=\frac{1273.9-140.0}{1.3970-0.0037}\ \text{s}=814\ \text{s}.$$

For equal times, then, the 800 °C anneal spreads this marker more between about 1 and 14 minutes, and the 1000 °C anneal spreads it more outside that window. A short cold anneal looks harmless partly because it leaves clusters behind, and they can still drive diffusion in a later heat step.

**The best temperature for a fixed time**

Suppose that $t$ is fixed but long enough to complete the transient. The total is $W=D_B(t+t_x)$. With $\beta=1/kT$, $D_B$ varies as $e^{-E_B\beta}$ and $D_Bt_x=\Theta$ as $e^{(E_I-E_B)\beta}$, so

$$\frac{dW}{d\beta}=-E_BD_Bt+(E_I-E_B)D_Bt_x=0
\quad\Rightarrow\quad t_x=\frac{E_B}{E_I-E_B}\,t .$$

The second derivative, $E_B^2D_Bt+(E_I-E_B)^2D_Bt_x$, is positive, so this is a minimum when $E_I>E_B$. Inserting $t_x=M/(D_IC^*)$ gives

$$D_IC^*=\frac{(E_I-E_B)M}{E_Bt}.$$

For $t=10$ s the right side is $1.3\times10/(3.5\times10)=0.371$ nm⁻¹ s⁻¹. Since $D_IC^*=10^{18}e^{-4.8/kT}$ in these units, $kT=4.8/\ln(10^{18}/0.371)=0.1131$ eV, or about 1039 °C. The numerical solution gives total diffusion of 139.4, 134.5 and 140.8 nm² at 1020, 1040 and 1060 °C.

This minimum is local, within the range of completed transients. At 800 °C, 10 s gives only about $3.63\times10=36$ nm², but most of the clusters are still there.

**Ramps and other limits**

If the interstitial profile adjusts quickly compared with the dissolution, $u_t$ can be neglected. The same double integration, now at each instant, gives $D_Iu=-dm/dt$ below the layer, where $m(t)=\int y\,c\,dy$. Therefore

$$\Theta\approx\int \frac{D_B}{D_IC^*}\left(-\frac{dm}{dt}\right)dt ,$$

with the ratio taken at the temperature of that instant. For $E_I>E_B$, interstitials released during a slow ramp are released where they do more harm. The full benefit of a hot anneal thus requires that most clusters survive the heating.

The surface can also change the answer. If it absorbs at a finite rate, $D_Iu'(0)=su(0)$ with $s$ a velocity, then time integration gives $sU(0)=D_IU'(0)=Q$, where $Q=\int c_0\,dy$. Every $U(x)$ is raised by $Q/s$, and

$$\Theta=\frac{D_B}{C^*}\left(\frac{M}{D_I}+\frac{Q}{s}\right).$$

For a very sluggish surface the second term dominates, and the comparison is between $D_B$ and $sC^*$ instead.

If some clusters turn into defects that survive the anneal, $c_0$ must be replaced by the net loss $c_0-c_{\rm end}$, where $c_{\rm end}(x)$ is the density of interstitials still stored once the supersaturation has died away. Interstitials that are released and then recaptured by the surviving defects are thus counted where they end up. A hotter anneal that leaves fewer stored at every depth has a larger $M$, which works against it. Recombination with vacancies adds a term that is nonlinear in the densities, and the independence from dissolution kinetics is no longer guaranteed.

The variance result applies to a marker below the cluster layer. A dopant inside the layer sees a smaller $U(x)$ and a diffusivity that falls to $D_B$ at the surface, so its variance does not grow by $2\Theta$. The exposure $D_BU(x)/C^*$ still has the same temperature dependence at every depth, but the spread does not follow it exactly. In the model crystal, a marker starting at 50 nm, with no dopant flux through the surface, gains about 900 nm² of excess half-variance at 800 °C and 120 nm² at 1000 °C, instead of 1274 and 140.

"Dilute" also has a definite meaning. Pairs carry a flux of order $D_BC_B/(D_IC^*)$ relative to the free interstitials, so $C_B$ must be small compared with $D_IC^*/D_B$. Here that is $8\times10^{18}$ cm⁻³ at 800 °C and $7\times10^{19}$ cm⁻³ at 1000 °C. A dopant implanted with the same dose and shape as the clusters peaks at $8\times10^{18}$ cm⁻³, already at the 800 °C limit. Clustering of the dopant itself with interstitials is outside the model, and so is doping above the intrinsic carrier density, where charged defects make $D_B$ and $D_IC^*$ depend on the Fermi level.

Finally, within these limits the sign of $E_I-E_B$ is a property of the dopant and its host. Had the dopant in this example had $E_B=5.3$ eV, above $E_I=4.8$ eV, the completed transient would have been 2.3 times larger at 1000 °C than at 800 °C. Your expectation would then have been right.
